\section*{Band edges from closed walks on the chain and square lattice}

\section{Problem}

Electrons move on an infinite lattice with one orbital per site. The orbitals are orthonormal, the on-site energy is $E_0$, and the hopping amplitude between nearest neighbours is $-t$ with $t>0$. There is no other hopping and no interaction. The lattice constant is 1, so wave vectors are pure numbers.

Let $g(E)$ be the density of states per site for one spin direction, normalized to $\int g(E)\,dE=1$. Its moments about the on-site energy are
\begin{equation}
\mu_m=\int (E-E_0)^m g(E)\,dE .
\label{eq:def}
\end{equation}

\begin{enumerate}
\item Show that $\mu_m$ counts closed walks of $m$ steps on the lattice, and find the factor between the two.
\item Find the number $C_n$ of closed walks of $2n$ steps from a fixed site, for the chain and for the square lattice.
\item Recover the band edges from the way the moments grow with $n$. State what property of the band this requires.
\item For $E_0=1$ eV and $t=0.5$ eV, how many moments are needed for a good estimate of the edges?
\end{enumerate}

A walk is a sequence of nearest-neighbour steps; it may retrace its path and revisit sites. It is closed if it ends where it began.

\section{First estimate by scaling}

On a lattice where each site has $z$ neighbours there are $z^{2n}$ walks of $2n$ steps. The steps have random directions, so the typical distance from the start grows as $\sqrt n$. In $d$ dimensions the endpoints are therefore spread over a number of sites of order $n^{d/2}$. If the starting site receives a typical share,
\begin{equation}
C_n\sim \frac{z^{2n}}{n^{d/2}} .
\label{eq:scaling}
\end{equation}
This suggests $4^n/\sqrt n$ for the chain ($z=2$, $d=1$) and $16^n/n$ for the square lattice ($z=4$, $d=2$). Numerical factors are beyond the argument.

Each hop carries one factor of energy $t$, so $\mu_{2n}\sim (zt)^{2n}n^{-d/2}$. A high even moment is dominated by the states farthest from $E_0$. If their distance is $W$, the moment must grow essentially as $W^{2n}$. The estimate is thus $W\approx zt$, or $2t$ for the chain and $4t$ for the square lattice.

\section{Exact solution}

\subsection{From moments to walks}

Let $\boldsymbol\delta$ run over the $z$ nearest-neighbour vectors. Acting on a state with amplitudes $\psi_{\mathbf R}$, the Hamiltonian gives
\begin{equation}
(H\psi)_{\mathbf R}=E_0\psi_{\mathbf R}-t\sum_{\boldsymbol\delta}\psi_{\mathbf R+\boldsymbol\delta}.
\end{equation}
Inserting $\psi_{\mathbf R}=e^{i\mathbf k\cdot\mathbf R}$ and dividing by this phase yields
\begin{equation}
E(\mathbf k)-E_0=-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}.
\label{eq:band}
\end{equation}
The vectors come in pairs $\pm\boldsymbol\delta$, so the sum is real: $2\cos k$ for the chain and $2\cos k_x+2\cos k_y$ for the square lattice.

The density of states is the zone average of $\delta(E-E(\mathbf k))$. Integrating over $E$ in \eqref{eq:def} therefore turns the moment into a zone average, written $\langle\cdots\rangle_{\mathbf k}$:
\begin{align}
\mu_m&=\big\langle (E(\mathbf k)-E_0)^m\big\rangle_{\mathbf k}\nonumber\\
&=(-t)^m\sum_{\boldsymbol\delta_1,\ldots,\boldsymbol\delta_m}
\big\langle e^{i\mathbf k\cdot(\boldsymbol\delta_1+\cdots+\boldsymbol\delta_m)}\big\rangle_{\mathbf k}.
\label{eq:walksum}
\end{align}
Each term of the sum is one walk of $m$ steps. The average of $e^{i\mathbf k\cdot\mathbf R}$ over the zone is 1 for $\mathbf R=0$ and 0 for any other lattice vector. Only closed walks survive, each with weight 1. If $w_m$ is their number,
\begin{equation}
\mu_m=(-t)^m w_m,\qquad \mu_{2n}=t^{2n}C_n,\quad C_n=w_{2n}.
\label{eq:moments}
\end{equation}
The sign of the hopping drops out of the even moments. The walk count is the moment about $E_0$ in units of $t^{2n}$; a moment about another energy would mix walks of different lengths.

\subsection{Chain}

A closed walk needs as many steps to the right as to the left. This is impossible for odd $m$, so the odd moments vanish. For $m=2n$ there are $n$ steps of each kind, and a walk is fixed by choosing which $n$ of the $2n$ steps go right:
\begin{equation}
C_n^{\rm chain}=\binom{2n}{n}=\frac{(2n)!}{(n!)^2}.
\label{eq:chain}
\end{equation}

\subsection{Square lattice}

Use the diagonal coordinates $u=x+y$ and $v=x-y$. The four steps change them as follows:
\begin{align}
(+1,0)&:\ (\Delta u,\Delta v)=(+1,+1), & (-1,0)&:\ (-1,-1),\nonumber\\
(0,+1)&:\ (\Delta u,\Delta v)=(+1,-1), & (0,-1)&:\ (-1,+1).
\end{align}
All four sign combinations occur, once each. Choosing a step on the square lattice is the same as choosing the signs of $\Delta u$ and $\Delta v$ independently. An $m$-step walk is therefore a pair of independent $m$-step chain walks, one in $u$ and one in $v$.

The walk closes when $x=y=0$, which is equivalent to $u=v=0$. Both chain walks must close, so the odd moments vanish again and
\begin{equation}
C_n^{\rm square}=\binom{2n}{n}^2 .
\label{eq:square}
\end{equation}
A direct count for $n=2$ confirms this. Closed walks with four horizontal steps number $\binom42=6$, and so do those with four vertical steps. Walks with one step in each of the four directions number $4!=24$. The total is $36=6^2$.

\subsection{Growth of the moments}

Define $W$ as the largest value of $|E-E_0|$ in the band, and write $x=E-E_0$. Since $x^{2n}\le W^{2n}$ and $g$ is normalized, $\mu_{2n}\le W^{2n}$. For a lower bound, take any $\epsilon$ with $0<\epsilon<W$ and let $p_\epsilon>0$ be the fraction of states with $|x|>W-\epsilon$. These states alone contribute at least $p_\epsilon(W-\epsilon)^{2n}$. Hence
\begin{equation}
p_\epsilon^{1/2n}(W-\epsilon)\le \mu_{2n}^{1/2n}\le W .
\end{equation}
As $n\to\infty$ the factor $p_\epsilon^{1/2n}$ tends to 1. Because $\epsilon$ can be as small as we like, $\mu_{2n}^{1/2n}\to W$.

The ratio of successive even moments, $r_n=\mu_{2n+2}/\mu_{2n}$, is a better estimator. It obeys $r_n\le W^2$, because $x^{2n+2}\le W^2x^{2n}$. The Cauchy--Schwarz inequality applied to $x^{n-1}$ and $x^{n+1}$ with weight $g$ gives
\begin{equation}
\mu_{2n}^2\le\mu_{2n-2}\,\mu_{2n+2}\quad\Longrightarrow\quad r_{n-1}\le r_n .
\end{equation}
Since $\mu_0=1$, the moment is the product $\mu_{2n}=r_0r_1\cdots r_{n-1}$. None of its $n$ factors exceeds the last one, so $\mu_{2n}\le r_{n-1}^{\,n}$. Altogether
\begin{equation}
\mu_{2n}^{1/2n}\le\sqrt{r_{n-1}}\le\sqrt{r_n}\le W .
\label{eq:order}
\end{equation}
The left end tends to $W$, so $\sqrt{r_n}$ does too. Both estimators approach $W$ from below, and the ratio is never the worse of the two.

\subsection{The edges}

For the chain, \eqref{eq:chain} gives
\begin{equation}
\frac{r_n}{t^2}=\frac{(2n+2)(2n+1)}{(n+1)^2}=\frac{2(2n+1)}{n+1}=4-\frac{2}{n+1}.
\label{eq:rchain}
\end{equation}
For the square lattice the ratio of walk counts is the square of this expression:
\begin{equation}
\frac{r_n}{t^2}=\Big(4-\frac{2}{n+1}\Big)^2=16-\frac{16}{n+1}+\frac{4}{(n+1)^2}.
\label{eq:rsquare}
\end{equation}
The limits are $4$ and $16$, hence $W=2t$ and $W=4t$.

Even moments do not say on which side of $E_0$ the distance $W$ is reached. Here symmetry settles the matter. Adding $\pi$ to every component of $\mathbf k$ reverses the sign of each cosine in \eqref{eq:band}, so every state at $E_0+x$ has a partner at $E_0-x$. The edges are
\begin{equation}
E_0\pm2t\ \text{(chain)},\qquad E_0\pm4t\ \text{(square lattice)}.
\end{equation}
The centre $E_0$ is itself a moment: since $w_1=0$, it is the mean energy $\int E\,g(E)\,dE$.

\subsection{Removing the slow correction}

Both ratios approach their limits with an error whose leading term is proportional to $1/(n+1)$. In the combination
\begin{equation}
X_n=(n+1)r_n-n\,r_{n-1}
\end{equation}
a term $a/(n+1)$ in $r_n$ contributes $a-a=0$, while a constant is kept. For the chain,
\begin{equation}
\frac{X_n}{t^2}=\big[4(n+1)-2\big]-\big[4n-2\big]=4 .
\end{equation}
For the square lattice,
\begin{align}
\frac{X_n}{t^2}&=\Big[16(n+1)-16+\frac{4}{n+1}\Big]-\Big[16n-16+\frac4n\Big]\nonumber\\
&=16-\frac{4}{n(n+1)} .
\label{eq:xsquare}
\end{align}
The square-lattice error now falls as $1/n^2$. For the chain, $\mu_0$, $\mu_2$ and $\mu_4$ already give the edge exactly, but only because \eqref{eq:rchain} has no terms beyond $1/(n+1)$. This is special to the chain: on the triangular lattice treated below, $w_2=6$ and $w_4=90$ give $X_1=24t^2$ against $W^2=36t^2$.

\subsection{Numbers}

With $t=0.5$ eV the square lattice has $\mu_2=4t^2=1$ eV$^2$ and $\mu_4=36t^4=2.25$ eV$^4$. Then $r_0=1$ eV$^2$ and $r_1=2.25$ eV$^2$, so $\sqrt{r_1}=1.5$ eV. The extrapolated value is $X_1=2(2.25)-1=3.5$ eV$^2$, or $\sqrt{X_1}=1.871$ eV, against $W=2$ eV. For the chain, $\mu_2=0.5$ eV$^2$ and $\mu_4=0.375$ eV$^4$ give $r_0=0.5$ eV$^2$, $r_1=0.75$ eV$^2$ and $X_1=1.5-0.5=1$ eV$^2$, which is $W^2$.

The estimates of $W$ for the square lattice, in eV, develop as follows.
\begin{center}
\begin{tabular}{rccc}
$n$ & $\mu_{2n}^{1/2n}$ & $\sqrt{r_n}$ & $\sqrt{X_n}$\\
\hline
1 & 1.000 & 1.500 & 1.8708\\
5 & 1.511 & 1.833 & 1.9916\\
10 & 1.681 & 1.909 & 1.9977\\
39 & 1.880 & 1.975 & 1.9998
\end{tabular}
\end{center}
At $n=10$ the errors relative to $W$ are 16\%, 4.5\% and 0.11\%. Moments up to $\mu_{12}$, the highest that enters $X_5$, already fix $W$ to 0.4\%. This figure is for exact moments of this lattice. Since $X_n$ is a difference of ratios weighted by $n+1$ and $n$, errors in the moments are amplified roughly in proportion to $n$, and other bands can need more moments for the same accuracy. The extrapolated edges at $n=39$ are $-0.9998$ and $2.9998$ eV; diagonalizing a $12\times12$ torus gives $-1$ and $3$ eV. The chain edges are 0 and 2 eV.

\section{Comparison of the estimate with the solution}

\subsection{What scaling gets right, and the missing factor}

Stirling's formula, $n!\approx\sqrt{2\pi n}\,(n/e)^n$, turns \eqref{eq:chain} into
\begin{equation}
\binom{2n}{n}\approx\frac{\sqrt{4\pi n}\,(2n/e)^{2n}}{2\pi n\,(n/e)^{2n}}=\frac{4^n}{\sqrt{\pi n}},
\qquad
\binom{2n}{n}^2\approx\frac{16^n}{\pi n}.
\label{eq:stirling}
\end{equation}
The scaling estimate \eqref{eq:scaling} has the correct exponential growth, and so the correct $W$, and the correct power of $n$. It is too large by $\sqrt\pi\approx1.77$ for the chain and by $\pi$ for the square lattice. At $n=40$ the exact counts are 0.9969 and 0.9938 times the Stirling forms, so the constants are well established there.

The constant has a simple origin. After $2n$ steps the chain displacement has variance $2n$ and, for large $n$, a Gaussian distribution with central density $1/\sqrt{4\pi n}$. Only even sites can be reached, so each holds the probability of an interval of length 2, and the chance of return is $2/\sqrt{4\pi n}=1/\sqrt{\pi n}$. On the square lattice $u$ and $v$ must both return, which squares this.

\subsection{The power of $n$ seen from the band edge}

The same power can be read from the density of states. Let $\xi$ be the distance of an energy from the nearer edge. For large $n$ only small $\xi$ matters, and $(W-\xi)^{2n}\approx W^{2n}e^{-2n\xi/W}$. The moment samples a window of width about $W/2n$ at each edge.

In the chain, two wave vectors share each energy, and $|dE/dk|=2t|\sin k|=\sqrt{4t^2-x^2}$. Hence
\begin{equation}
g(E)=\frac{1}{2\pi}\,\frac{2}{|dE/dk|}=\frac{1}{\pi\sqrt{4t^2-x^2}}\approx\frac{1}{2\pi\sqrt{t\xi}},
\end{equation}
where the last form uses $4t^2-x^2=(2t-|x|)(2t+|x|)\approx4t\xi$. Adding the two edges, with $\int_0^\infty \xi^{-1/2}e^{-s\xi}d\xi=\sqrt{\pi/s}$ and $s=2n/W=n/t$,
\begin{equation}
\mu_{2n}\approx 2W^{2n}\,\frac{1}{2\pi\sqrt t}\sqrt{\frac{\pi t}{n}}=\frac{W^{2n}}{\sqrt{\pi n}} .
\end{equation}
In the square lattice the band near its bottom is $\xi\approx tk^2$. States below $\xi$ fill an area $\pi k^2=\pi\xi/t$ of a zone of area $4\pi^2$, so $g\approx1/(4\pi t)$, a finite step. With $W=4t$,
\begin{equation}
\mu_{2n}\approx2W^{2n}\,\frac{1}{4\pi t}\,\frac{W}{2n}=\frac{W^{2n}}{\pi n}.
\end{equation}
Both results agree with \eqref{eq:stirling}. The exponential growth locates the edge, and the power of $n$ tells how the density of states behaves there: an inverse square-root divergence in the chain, a step in the square lattice.

This power also explains the poor convergence of the root. For the square lattice $\mu_{2n}^{1/2n}\approx W(\pi n)^{-1/2n}\approx W[1-\ln(\pi n)/2n]$, whereas \eqref{eq:rsquare} gives $\sqrt{r_n}=W[1-1/(2n+2)]$, without the logarithm.

\subsection{A finite mesh of wave vectors}

In a numerical zone integration the average runs over $N$ equally spaced values $2\pi j/N$ of each component of $\mathbf k$. The average of $e^{i\mathbf k\cdot\mathbf R}$ is then 1 whenever every component of $\mathbf R$ is a multiple of $N$. The mesh counts closed walks on a ring or torus.

A walk of $m<N$ steps is too short to wind round, so all these moments agree with those of the infinite lattice. At $m=N$ the straight walks close as well: two on the ring, four on the torus. For $N=12$ the chain count becomes $924+2$, an error of 0.2\%, and the square-lattice count $853776+4$, an error of $5\times10^{-6}$, each relative to the infinite-lattice value.

\subsection{Where the symmetric reading fails}

The triangular lattice has neighbour vectors $\pm\mathbf a_1$, $\pm\mathbf a_2$, $\pm(\mathbf a_1+\mathbf a_2)$. With $k_i=\mathbf k\cdot\mathbf a_i$, equation \eqref{eq:band} reads $E=E_0-t\,a(\mathbf k)$, where
\begin{align}
a(\mathbf k)&=2\cos k_1+2\cos k_2+2\cos(k_1+k_2)\nonumber\\
&=\big|1+e^{ik_1}+e^{-ik_2}\big|^2-3 .
\end{align}
The squared modulus runs from 0, at $k_1=k_2=2\pi/3$, to 9, at $\mathbf k=0$. Hence $-3\le a\le6$, and the band extends from $E_0-6t$ to $E_0+3t$.

The asymmetry shows in the walks. The steps $\mathbf a_1$, $\mathbf a_2$, $-(\mathbf a_1+\mathbf a_2)$ close a triangle in any of $3!$ orders, and so do their negatives, which makes $w_3=12$ and $\mu_3=-12t^3$. Even moments find the farther edge: extrapolation at $n=39$ gives $|a|=5.9995$. Scaling, with $z=6$, also gives $W=6t$. Assuming a symmetric band would put the upper edge at $E_0+6t=4$ eV instead of the correct $E_0+3t=2.5$ eV.

The nearer edge is found by moving the reference point. The quantity $6-a$ lies between 0 and 9, and its moments follow from the same walk counts:
\begin{equation}
M_m=\big\langle(6-a)^m\big\rangle_{\mathbf k}=\sum_{k=0}^{m}\binom mk 6^{m-k}(-1)^k w_k .
\end{equation}
Since $6-a\ge0$, the growth argument applies to all $m$, and $R_m=M_{m+1}/M_m$ rises to 9. The extrapolation $80R_{79}-79R_{78}$ gives 9.0062, so the lower end of $a$ is $6-9.0062=-3.0062$. The energy edges become $-1.9998$ and $2.5031$ eV, against $-2$ and $2.5$ eV. The value 9.0062 lies above the limit: unlike the ratios themselves, an extrapolated value is not a bound. This edge also needs more moments than the farther one: with walks up to 12 steps, $12R_{11}-11R_{10}=8.74$, which puts the upper edge at 2.37 eV.

The numerical output also lists the chain estimates for the values of $n$ in the table above; the minus sign on its zero chain edge is floating-point rounding.

\section*{Calculated quantities}
\begin{verbatim}
on-site energy E0 = 1.00 eV, hopping t = 0.50 eV
closed walks of 2n steps (pure numbers)
n=1: chain 2, square 4
n=2: chain 6, square 36
n=3: chain 20, square 400
n=4: chain 70, square 4900
n=5: chain 252, square 63504
n=6: chain 924, square 853776
chain: second moment = 0.5000 eV^2, fourth = 0.3750 eV^4
square: second moment = 1.0000 eV^2, fourth = 2.2500 eV^4
estimates of W in eV: root, sqrt(ratio), extrapolated
chain n=1: 0.70711, 0.86603, 1.00000
chain n=2: 0.78254, 0.91287, 1.00000
chain n=5: 0.86918, 0.95743, 1.00000
chain n=10: 0.91685, 0.97701, 1.00000
chain n=20: 0.94941, 0.98802, 1.00000
chain n=39: 0.96961, 0.99373, 1.00000
square n=1: 1.00000, 1.50000, 1.87083
square n=2: 1.22474, 1.66667, 1.95789
square n=5: 1.51095, 1.83333, 1.99165
square n=10: 1.68124, 1.90909, 1.99773
square n=20: 1.80277, 1.95238, 1.99940
square n=39: 1.88028, 1.97500, 1.99984
chain edges from moments, n=39: -0.00000, 2.00000 eV
chain edges by diagonalization: 0.00000, 2.00000 eV
square edges from moments, n=39: -0.99984, 2.99984 eV
square edges by diagonalization: -1.00000, 3.00000 eV
mesh points per direction N = 12
chain: extra winding walks at order N = 2.0000
square: extra winding walks at order N = 4.0000
C_40*sqrt(40 pi)/4^40, chain = 0.99688
C_40*(40 pi)/16^40, square = 0.99377
triangular: closed three-step walks = 12
triangular: largest |A| from even moments = 5.9995
triangular: width of A from shifted moments = 9.0062
triangular: other edge of A from shift = -3.0062
triangular: edges of A from band = -3.0000, 6.0000
triangular: energy edges from moments = -1.9998, 2.5031 eV
\end{verbatim}
